# Downhill Current from Downward Funneling on Stepped Surfaces Without Thermal Diffusion

When thermal hopping is switched off in a calculation of epitaxial growth, one has to decide whether the continuum equation for the surface height keeps a smoothing term proportional to the curvature. If every atom stays in the column where it lands and the columns fill without voids, the term is absent and nothing but deposition noise shapes the surface. If atoms that land on a step edge slide down to the lower terrace, the term is present, it needs a coefficient, and that coefficient sets how many layers it takes for a height modulation to fade. The decision rests on the lateral current that this sliding produces on a tilted surface.

## The model and the definition of the current

The crystal is a 1+1 dimensional stacking of close-packed hard disks with spacing $a$. Neighbouring layers are shifted by $a/2$, and their vertical distance is

$$h=\sqrt{a^2-(a/2)^2}=\frac{\sqrt3}{2}\,a .$$

Atoms fall vertically with a uniform flux $F$, counted in atoms per length and time. An atom that touches the surface rolls downhill without inertia until two atoms support it, and it stays there. This is downward funneling. There is no hopping, no desorption and no deflection of the atom before contact.

Take the highest atom in each column $x_i=ia/2$ and call its height $z_i$. On a flat surface these heights alternate between two values that differ by $h$. An atom that settles in column $i$ touches the two neighbouring column tops, so column $i$ must be a local minimum, and its top rises from $z_i$ to $z_i+2h$. It was $h$ below its neighbours and is now $h$ above them. Growth therefore preserves the rule that adjacent columns differ by $\pm h$. The surface is a path of segments of width $a/2$, each descending or ascending by $h$, and the adsorption sites are the local minima of the path.

**Where a landing atom goes.** The centre of a disk in contact with the surface lies on the envelope

$$E(x)=\max_i\left[z_i+\sqrt{a^2-(x-x_i)^2}\right],$$

where atoms with $|x-x_i|\le a$ take part. Consider a segment descending from column $i$ to column $i+1$, and put $x=x_i+u$ with $0<u<a/2$.

- Atom $i$ gives a contact height $z_i+\sqrt{a^2-u^2}$, which is larger than $z_i+h$.
- Atom $i+1$ gives at most $z_i-h+a$. This is smaller, because $a<2h$.
- Atom $i+2$ is at most as high as $z_i$ and lies at the distance $a-u>u$, so its contact height is below that of atom $i$.
- Atoms farther to the right are out of reach.

The envelope on this segment is thus set by atom $i$ or by atoms to its left. Their arcs all decrease with $u$, and the maximum of decreasing functions decreases. The disk rolls towards the lower column and continues until it reaches a local minimum of the path. Ascending segments are the mirror image. The dividing points between the catchments of neighbouring sites are therefore the local peaks of the path. Numerical rolling on the envelope, for random rough surfaces, was tested against this rule.

**The current.** Let $J(x)$ be the net number of atoms per time that cross the vertical line at $x$ towards $+x$ between landing and coming to rest. An atom that lands at $x'$ and rests at $s(x')$ crosses every line between these points, so it adds $s(x')-x'$ to the integral of the crossings over $x$. For a surface of length $L$, periodic apart from a uniform tilt, the mean current is

$$J=\frac1L\int_0^L J(x)\,dx=\frac FL\int_0^L\left[s(x)-x\right]dx. \tag{1}$$

The ratio $J/F$ is the mean displacement per deposited atom.

**Steps.** On a flat terrace, descending and ascending segments alternate. A descending step, read from left to right, appears as two descending segments in succession, and an ascending step as two ascending ones. The derivations below assume that every step is one layer high and that consecutive steps of the same sign have at least one adsorption site between them. Every unbroken run of equal segments then has length 1 or 2. Islands and single adatoms are allowed, and terrace widths are arbitrary. With $m$ the mean slope $dz/dx$, the result is

$$\boxed{J=-\frac{3a^2}{8h}\,F\,m=-\frac{\sqrt3}{4}\,F\,a\,m .} \tag{2}$$

The minus sign means that the current runs downhill.

## First derivation: shifted capture boundaries

Let $s_1<s_2$ be neighbouring sites, and let $b$ be the point between them that separates their catchments. The integral in (1) can be cut at the sites, because each site lies inside its own catchment. The interval from $s_1$ to $s_2$ contributes

$$I=\int_{s_1}^{b}(s_1-x)\,dx+\int_b^{s_2}(s_2-x)\,dx
=\frac{(s_2-b)^2-(b-s_1)^2}{2}.$$

Factoring the difference of squares gives

$$I=(s_2-s_1)\left[\frac{s_1+s_2}{2}-b\right]. \tag{3}$$

If every atom went to the laterally nearest site, $b$ would be the midpoint and $I$ would vanish for every gap. Nearest-site capture carries no mean current on any surface, however steep. A current requires capture boundaries displaced from the midpoints, and funneling displaces them at steps.

Place the edge atom of a descending step at $x=0$. The last site on the upper terrace is at $-a/2$. To the right of the edge atom's centre, the atoms of the lower terrace are at $a/2$, $3a/2$ and so on, so the first lower site is at $a$. The midpoint of the two sites is $a/4$, but the capture boundary is the peak at $b=0$. Equation (3) gives

$$I_\downarrow=\frac{3a}{2}\times\frac a4=\frac{3a^2}{8}. \tag{4}$$

The two factors have a direct meaning. Atoms landing in a strip of width $a/4$ just beyond the centre of the edge atom are closer to the upper site but roll to the lower one, and this shifts each of them by $3a/2$. Both lengths were confirmed by comparing the rolled and the nearest sites point by point.

For the general case, let the peak between two sites be reached by $p$ ascending segments and left by $q$ descending ones. Then $b-s_1=pa/2$ and $s_2-b=qa/2$, so

$$I=\frac{a^2}{8}(q^2-p^2)=\frac{3a^2}{8}(q-p)\qquad\text{for }p,q\in\{1,2\}. \tag{5}$$

The last equality holds because $q^2-p^2=(q-p)(q+p)$, and either $q=p$ or $q+p=3$. The number of descending steps at this peak is $q-1$ and the number of ascending steps is $p-1$. Each descending step thus contributes $+3a^2/8$ and each ascending step $-3a^2/8$. An isolated adatom has $p=q=2$ and contributes nothing.

With $n_\downarrow$ and $n_\uparrow$ the numbers of steps per length, (1) becomes

$$J=\frac{3a^2}{8}F\,(n_\downarrow-n_\uparrow).$$

Each descending step lowers the surface by $h$ and each ascending step raises it by $h$, so $m=-h(n_\downarrow-n_\uparrow)$. Eliminating the step densities gives the first form of (2), and $h=\sqrt3a/2$ gives the second.

## Second derivation: counting atoms through a fixed line

Now fix a vertical line at $x$ and count the atoms that pass it. Suppose that it cuts a descending run which starts at a peak $b$ and ends at a site $s$. Atoms that land between $b$ and $x$ roll across the line to the right. Atoms that land to the right of $x$ do not return across it, and atoms that land to the left of $b$ roll away from it. Hence

$$J(x)=F\,(x-b),\qquad b<x<s .$$

On an ascending run from a site up to a peak $b'$, the same argument gives $J(x)=-F(b'-x)$. The local current is a sawtooth: it is zero at each peak and grows in magnitude towards the adjacent sites.

A descending run of $n$ segments has width $na/2$ and contributes

$$\int J(x)\,dx=\frac F2\left(\frac{na}{2}\right)^2=\frac{Fa^2}{8}\,n^2$$

to the integrated current. An ascending run contributes the same amount with a minus sign. For any surface of this crystal,

$$J=\frac{Fa^2}{8L}\left[\sum_{\text{desc.}}n^2-\sum_{\text{asc.}}n^2\right]. \tag{6}$$

The slope depends on the run lengths themselves. With $N_D$ descending and $N_U$ ascending segments,

$$m=-\frac hL(N_D-N_U). \tag{7}$$

A quadratic sum can be proportional to a linear one if the allowed lengths are restricted. For every integer,

$$n^2=3n-2+(n-1)(n-2), \tag{8}$$

and the last term vanishes for $n=1$ and $n=2$. Descending and ascending runs alternate, so there are equally many of each, and the constants $-2$ cancel in (6). What remains is

$$J=\frac{3Fa^2}{8L}(N_D-N_U)=-\frac{3a^2}{8h}Fm,$$

which is (2) again. On random surfaces with single-layer steps and islands, the rolled displacements agree with this law to rounding accuracy.

**Range of slopes.** The steepest descent with runs of length 1 and 2 has two descending segments for each ascending one. It drops by $h$ over $3a/2$, so the condition implies $|m|\le 2h/(3a)=1/\sqrt3$.

**Steeper surfaces.** Keeping the last term of (8) gives

$$J=-\frac{3a^2}{8h}Fm+\frac{Fa^2}{8L}\left[\sum_{\text{desc.}}(n-1)(n-2)-\sum_{\text{asc.}}(n-1)(n-2)\right]. \tag{9}$$

Consider a regular staircase in which $n$ descending segments alternate with one ascending segment. Its period is $L=(n+1)a/2$, and (6) gives

$$\frac JF=\frac{a^2(n^2-1)}{4(n+1)a}=\frac{(n-1)\,a}{4}.$$

It is useful to define the tilt $t=(N_D-N_U)/(N_D+N_U)$. Since $L=(N_D+N_U)a/2$, (7) becomes $m=-2ht/a$, and (2) becomes $J=\tfrac34Fat$. The staircase has $t=(n-1)/(n+1)$, so its current exceeds the linear law by the factor $(n+1)/3$. For $n=3$, with steps two layers high, the rolled displacement is $0.5000\,a$ and the linear law gives $0.3750\,a$. As $n$ grows, the slope approaches that of a close-packed facet, $-\sqrt3$, while the current grows without limit, because atoms roll down ever longer facets.

**An uphill current.** A downhill mean slope does not fix the sign of $J$ once high steps are present. Take four descending runs of length 2 and ascending runs of lengths 1, 1, 1 and 4. The surface has $N_D=8$, $N_U=7$ and $L=7.5a$, so it falls to the right with $m=-0.1155$. The sums of squares are 16 and 19, and (6) gives

$$\frac JF=\frac{16-19}{60}\,a=-0.05\,a .$$

The single high ascending facet sends enough atoms to the left to outweigh the four small descending steps. Proportionality to slope is thus a property of surfaces with separated single-layer steps, and not of every surface on which atoms funnel.

## What each derivation assumes

Both derivations use a uniform vertical flux, atoms that stay where they first find two supports, and catchments bounded by the peaks of the path. If the atoms had inertia and could overshoot a site, the catchments would change, and the coefficient could change with them.

The first derivation uses the catchments at a late point. Equation (3) holds for any capture rule in which a single point $b$ between neighbouring sites separates their catchments, and funneling enters through the value of $b$. This identifies the cause of the current, and it also covers incomplete funneling. Suppose that an atom landing in the strip of width $a/4$ goes down with probability $P$ and is otherwise held at the nearest upper site. The strip then contributes $P\times3a^2/8$, and (2) is multiplied by $P$. The current disappears continuously as $P\to0$.

The second derivation uses the peaks from the start and does not separate funneling from other capture rules. In return it gives the current at each point and, through (6), the mean current for steps of any height. It also shows why the single-step condition matters: the current is quadratic in the run length, the slope is linear, and the two match for lengths 1 and 2.

## Consequence for the height equation

One atom occupies the area $ah$. Conservation of atoms gives

$$\frac{\partial z}{\partial t'}=ahF-ah\,\frac{\partial J}{\partial x},$$

where $t'$ is time and $z$ is averaged over lengths that contain many steps but are short compared with the modulation. Let $r=Fa$ be the growth rate in layers per time. Inserting (2) with the local slope,

$$\frac{\partial z}{\partial t'}=hr+\nu\,\frac{\partial^2z}{\partial x^2},\qquad
\nu=ah\times\frac{3a^2}{8h}F=\frac38\,a^2r. \tag{10}$$

The mean growth rate $hr$ does not depend on slope, because every atom is incorporated and no voids form. A modulation of wavelength $\lambda$ decays as $e^{-t'/\tau}$ with $\tau=\lambda^2/(4\pi^2\nu)$. The initial decay of a stepped sinusoidal profile with wavelength $600a$ and amplitude 5 layers gives $\nu=0.37508\,a^2$ per layer, compared with $0.375\,a^2$ from (10).

**After growth has roughened the surface.** The single-step condition does not survive deposition. An atom that settles in the last site of an upper terrace, next to a descending step, turns the two descending segments of that step into three. The law (2) is therefore guaranteed only at the onset of growth on a prepared stepped surface. Afterwards it holds for a given configuration only if the two extra sums in (9) happen to cancel, and on average deviations begin within the first layer.

At later times a statistical statement takes its place. Reflection $x\to-x$ exchanges descending and ascending runs and reverses both $m$ and $J$. The model has no preferred direction, so the averaged current of the growing surface is an odd function of slope. If it is differentiable at $m=0$, then for small slopes

$$J=K\,F\,a\,t,\qquad \nu=\tfrac12K\,a^2r. \tag{11}$$

The second relation follows from $t=-ma/(2h)$, which gives $J=-KFa^2m/(2h)$, and from multiplying the coefficient of $-m$ by $ah$. Separated single steps have $K=3/4$, which returns (10).

Symmetry does not fix $K$. Growth simulations on a ring of 240 segments, with an initial growth period discarded, give $K=1.143\pm0.016$ at $t=0.05$ and $K=1.126\pm0.007$ at $t=0.10$, with standard errors quoted. The two values agree within their errors, as a linear law requires, and the current at zero tilt is compatible with zero. The third decimal is not converged. At $t=0.10$, smaller rings give lower values (about 1.10 for 40 segments and 1.12 for 80), and $K$ rises with tilt (about 1.15 at $t=0.2$ and 1.2 at $t=0.3$). The small-slope value is about 1.12. At $t=0.05$ and $t=0.10$ the grown surface carries about 1.5 times the current of the ideal stepped surface at the same slope. By (9), this excess comes from runs of three or more segments, that is, from places where the surface drops or rises by more than one layer at once.

## Numerical example

Take the round model parameters $a=0.3$ nm and $r=0.1$ layer/s, with one descending step every $19.5a=5.85$ nm. Then $h=0.2598$ nm and $F=r/a=0.3333$ atoms/(nm s). The slope is

$$m=-\frac{0.2598}{5.85}=-0.0444,$$

a tilt of about $2.5^\circ$. The mean displacement per deposited atom is the integral (4) divided by the terrace width,

$$\frac JF=\frac{3\times(0.3\ \text{nm})^2}{8\times5.85\ \text{nm}}=0.00577\ \text{nm},$$

and the current is $J=0.3333\times0.00577=0.00192$ atoms/s. The displacement is small because few atoms are diverted. The strip is 0.075 nm wide on a terrace of 5.85 nm, so about 1.3% of the atoms are shifted by an extra 0.45 nm compared with nearest-site capture, for which the displacements average to zero over all atoms.

For the prepared surface, $\nu=\tfrac38\times0.09\times0.1=0.003375$ nm²/s. A modulation with $\lambda=30$ nm would then decay in

$$\tau=\frac{(30\ \text{nm})^2}{4\pi^2\times0.003375\ \text{nm}^2/\text{s}}\approx6.8\times10^3\ \text{s}.$$

This wavelength spans only about five terraces of the prepared surface. That hardly affects the initial rate of the Fourier mode, because each step contributes $h$ to the height change and $3a^2F/8$ to the integrated current at the same place, so only $\lambda\gg a$ is needed. During this time some 675 layers are deposited, so the surface does not keep its single steps and this coefficient is not the right one for the whole decay. With $K=1.126$ the grown surface has $\nu=0.00507$ nm²/s and $\tau\approx4.5\times10^3$ s, or about 450 layers. The second estimate assumes that the steady coefficient applies locally on the modulated surface, and it concerns the average profile, to which deposition noise adds fluctuations.

In this model the curvature term therefore stays in the height equation when thermal diffusion is absent. Its coefficient is $\tfrac38a^2r$ for the first response of a stepped surface and about $0.56\,a^2r$ for sustained growth at small slopes. These numbers belong to the 1+1 dimensional disk crystal with complete funneling. On a real surface the lattice geometry, the deflection of incoming atoms and incomplete funneling with overhangs change the current. The numerical output below lists the program's results, from which the numbers of the worked example follow by simple arithmetic.

## Computed values

```
GEOMETRY AND TESTS (lengths in units of a)
run formula, largest error: 0.0e+00 a
linear law, single steps, largest error: 2.1e-17 a
diverted strip width per step: 0.2500 a
extra displacement in strip: 1.5000 a
displacement integral per step: 0.3750 a^2
nearest-site control, mean displacement: 0.0e+00 a
steep surface, tilt t: 0.500
steep surface, J/F rolled: 0.5000 a
steep surface, J/F linear law: 0.3750 a
counterexample slope m: -0.1155
counterexample J/F (negative = uphill): -0.0500 a
modulation wavelength: 600 a
modulation amplitude: 5.0 layers
nu from initial decay: 0.37508 a^2 per layer
nu from formula: 0.37500 a^2 per layer
GROWN ROUGH SURFACE (240 segments, 1000000 atoms per tilt)
t = 0.00: J/F = 0.00027 +- 0.00056 a
t = 0.05: J/F = 0.05716 +- 0.00080 a
t = 0.10: J/F = 0.11258 +- 0.00074 a
K from t = 0.05: 1.143 +- 0.016
K from t = 0.10: 1.126 +- 0.007
K for separated single steps: 0.750
WORKED EXAMPLE
spacing a: 0.300 nm
layer height h: 0.2598 nm
growth rate r: 0.100 layer/s
flux F: 0.3333 atoms/(nm s)
terrace width: 5.850 nm
slope m: -0.04441
tilt angle: 2.543 degrees
mean displacement J/F: 0.005769 nm
current J: 0.001923 atoms/s
nu, single steps: 0.003375 nm^2/s
nu, grown surface: 0.005066 nm^2/s
modulation wavelength: 30.0 nm
decay time, single-step nu: 6755 s
decay time, grown-surface nu: 4500 s
layers grown in that time: 450
```
